# Grand Energy and Differential Capacitance from Constant-Charge Slab Calculations: test program

```python
"""Grand energy of an electrode at constant potential, from constant-charge runs.

Result under test: with A(q) = E(q) + integral_0^q (<phi>_g - phi_S) dq' and
Omega(U) = min_q [A(q) - q U], one has dOmega/dU = -q and d2Omega/dU2 = -C.
  q      charge of the slab per area; the counter-charge is -q g(z)
  E      total energy per area of the neutral cell at fixed q
  phi_S  potential in the bulk solution;  <phi>_g  average of phi over g
  U      electrode potential, -(Fermi level)/e - phi_S;  C = dq/dU
Model: jellium slab, Kohn-Sham LDA, plane-averaged, fixed linear dielectric.
The solver works in Hartree atomic units; its results are converted on return.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy.linalg import eigh_tridiagonal
from scipy import constants as sc

bohr_cm = sc.physical_constants["Bohr radius"][0] * 100
VOLT = sc.physical_constants["Hartree energy in eV"][0]
CHARGE = sc.e * 1e6 / bohr_cm**2          # e/bohr^2 in microcoulomb/cm^2
ENERGY = CHARGE * VOLT                    # Ha/bohr^2 in microjoule/cm^2

# Model parameters (lengths in bohr)
r_s, thickness, h = 3.0, 18.0, 0.2
z_left, z_right = -12.0, 36.0
eps_bulk, eps_start, eps_width = 6.0, 4.0, 1.0
ion_distance, ion_width = 10.0, 1.5

points = int(round((z_right - z_left) / h))
z = z_left + (np.arange(points) + 0.5) * h
n_bulk = 3 / (4 * np.pi * r_s**3)
background = np.where((z > 0) & (z < thickness), n_bulk, 0.0)
N0 = h * background.sum()
g = np.exp(-0.5 * ((z - thickness - ion_distance) / ion_width)**2)
g /= h * g.sum()
z_half = z + h / 2
eps_half = 1 + (eps_bulk - 1) * 0.5 * (
    1 + np.tanh((z_half - thickness - eps_start) / eps_width))

# Linear map from charge density to potential; zero = average over the cell
lower = np.tril(np.ones((points, points)))
strict = np.tril(np.ones((points, points)), -1)
poisson = -(strict * (4 * np.pi * h**2 / eps_half)) @ lower
poisson -= poisson.mean(axis=0)


def exchange_correlation(density):
    """Energy per electron and potential: Slater exchange, Wigner correlation."""
    n = np.maximum(density, 1e-30)
    rs = (3 / (4 * np.pi * n))**(1 / 3)
    v_x = -(3 * n / np.pi)**(1 / 3)
    e_c = -0.44 / (rs + 7.8)
    v_c = e_c - rs / 3 * 0.44 / (rs + 7.8)**2
    return 0.75 * v_x + e_c, v_x + v_c


# Starting potential and a Thomas-Fermi preconditioner for the iteration
n_start = n_bulk * 0.25 * (1 + np.tanh(z)) * (1 + np.tanh(thickness - z))
v_start = exchange_correlation(n_start)[1]
dos = (3 * np.pi**2 * n_start)**(1 / 3) / np.pi**2
response = -np.diag(dos) + np.outer(dos, dos) / dos.sum()
precondition = np.linalg.inv(np.eye(points) - poisson @ response)
hopping = np.full(points - 1, -0.5 / h**2)


def constant_charge(q_micro, v_initial):
    """Self-consistent run at fixed charge (microcoulomb/cm^2).

    Returns E, U, <phi>_g - phi_S, dE/dq predicted, subbands, potential."""
    q = q_micro / CHARGE
    electrons = N0 - q
    v = v_initial.copy()
    old_v, old_r = [], []
    for _ in range(200):
        level, psi = eigh_tridiagonal(1 / h**2 + v, hopping,
                                      select="i", select_range=(0, 9))
        for m in range(1, 11):
            fermi = (np.pi * electrons + level[:m].sum()) / m
            if m == 10 or fermi <= level[m]:
                break
        depth = fermi - level[:m]
        density = psi[:, :m]**2 @ (depth / np.pi) / h
        rho = background - density - q * g
        phi = poisson @ rho
        e_xc, v_xc = exchange_correlation(density)
        residual = -phi + v_xc - v
        if np.abs(residual).max() < 1e-9:
            break
        old_v, old_r = (old_v + [v])[-9:], (old_r + [residual])[-9:]
        if len(old_v) > 1:
            d_r = np.array([residual - r for r in old_r[:-1]]).T
            d_v = np.array([v - u for u in old_v[:-1]]).T
            c = np.linalg.lstsq(d_r, residual, rcond=1e-12)[0]
            v = v - d_v @ c + 0.5 * precondition @ (residual - d_r @ c)
        else:
            v = v + 0.5 * precondition @ residual
    else:
        raise RuntimeError("self-consistency not reached")
    kinetic = ((depth * level[:m]).sum() / np.pi
               + (depth**2).sum() / (2 * np.pi) - h * v @ density)
    energy = kinetic + h * density @ e_xc + 0.5 * h * rho @ phi
    phi_g, phi_S = h * g @ phi, phi[-1]
    return (energy * ENERGY, (-fermi - phi_S) * VOLT, (phi_g - phi_S) * VOLT,
            (-fermi - phi_g) * VOLT, m, v)


# ---- constant-charge runs ------------------------------------------------
charges = np.linspace(-6.0, 6.0, 9)
neutral = constant_charge(0.0, v_start)
v_neutral = neutral[5]
runs = [constant_charge(q, v_neutral) for q in charges]
E, U, offset, slope_predicted = (np.array([r[k] for r in runs])
                                 for k in range(4))
subbands = {r[4] for r in runs}
assert len(subbands) == 1                 # energy is smooth over this range
E0, U0 = neutral[0], neutral[1]

# Slope of the total energies against Fermi level and counter-charge potential
E_curve = Polynomial.fit(charges, E - E0, 8)
slope_error = np.abs(E_curve.deriv()(charges) - slope_predicted).max()
assert slope_error < 1e-4
naive_error = np.abs(E_curve.deriv()(charges) - U).max()
assert naive_error > 100 * slope_error    # without the correction it fails

# Counter-charge correction: self-consistent slope against closed form
offset_curve = Polynomial.fit(charges, offset, 8)
w_scf = offset_curve.deriv()(0.0)
G = h * np.cumsum(g)
w_formula = 4 * np.pi * h * np.sum(G * (1 - G) / eps_half) * VOLT / CHARGE
assert abs(w_scf / w_formula - 1) < 0.02  # electron tail is small, not zero

correction = offset_curve.integ(lbnd=0)
A = E - E0 + correction(charges)          # relative to the neutral slab
Omega = A - charges * U

# Minimum property, tested on the energies of all runs
for k in range(len(charges)):
    trial = A - charges * U[k]
    assert np.argmin(trial) == k

# Differential capacitance from the potentials of the constant-charge runs
U_curve = Polynomial.fit(charges, U, 8)


def capacitance(q):
    return 1 / U_curve.deriv()(q)


# ---- constant-potential runs ---------------------------------------------
def constant_potential(target):
    """Adjust q until the potential equals target; return q and Omega."""
    q_old, miss_old, q = 0.0, U0 - target, 1.0
    for _ in range(20):
        energy, potential, *_rest = constant_charge(q, v_neutral)
        miss = potential - target
        if abs(miss) < 1e-6:
            return q, energy - E0 + correction(q) - q * target
        q_new = q - miss * (q - q_old) / (miss - miss_old)
        q_old, miss_old, q = q, miss, q_new
    raise RuntimeError("target potential not reached")


step = 0.1
table = []
for shift in (-0.5, 0.0, 0.5):
    below, centre, above = (constant_potential(U0 + shift + s)
                            for s in (-step, 0.0, step))
    first = (above[1] - below[1]) / (2 * step)
    second = (above[1] - 2 * centre[1] + below[1]) / step**2
    C = capacitance(centre[0])
    assert abs(first + centre[0]) < 0.01          # finite-step error
    assert abs(second / (-C) - 1) < 2e-3          # finite-step error
    assert second < 0
    table.append((shift, centre[0], centre[1], first, second, C))

C0 = capacitance(0.0)
C_uncorrected = 1 / E_curve.deriv(2)(0.0)
assert abs(C_uncorrected / C0 - 1) > 0.02
parabola = -0.5 * C0 * (U - U0)**2

# ---- output ----------------------------------------------------------------
print(f"density parameter r_s = {r_s:.1f} bohr, slab thickness = {thickness:.1f} bohr")
print(f"grid step = {h:.1f} bohr, cell from {z_left:.1f} to {z_right:.1f} bohr")
print(f"dielectric constant in bulk solution = {eps_bulk:.1f}")
print(f"dielectric rise: centre {eps_start:.1f} bohr beyond edge, tanh width {eps_width:.1f} bohr")
print(f"counter-charge: centre {ion_distance:.1f} bohr beyond edge, std. dev. {ion_width:.1f} bohr")
print(f"occupied subbands in all runs = {subbands.pop()}")
print(f"energy of neutral slab E(0) = {E0:.3f} microJ/cm^2")
print(f"potential of zero charge U0 = {U0:.4f} V (absolute scale)")
print("Constant-charge runs; energies relative to neutral slab")
print("q [microC/cm^2], U [V], <phi>_g-phi_S [V], E, A, Omega, parabola [microJ/cm^2]")
for row in zip(charges, U, offset, E - E0, A, Omega, parabola):
    print("{:z6.2f} {:z8.4f} {:z8.4f} {:z10.4f} {:z10.4f} {:z9.4f} {:z9.4f}".format(*row))
print(f"largest error of dE/dq = -E_F/e - <phi>_g : {slope_error:.1e} V")
print(f"largest difference between dE/dq and U : {naive_error:.4f} V")
print(f"counter-charge slope w, self-consistent = {w_scf:.5f} cm^2/microF")
print(f"counter-charge slope w, closed form     = {w_formula:.5f} cm^2/microF")
print(f"Constant-potential runs; finite-difference step = {step:.1f} V")
print("U-U0 [V], q [microC/cm^2], Omega [microJ/cm^2], dOmega/dU [microC/cm^2],")
print("  d2Omega/dU2 [microF/cm^2], C from constant-charge runs [microF/cm^2]")
for row in table:
    print("{:z5.2f} {:z8.4f} {:z9.5f} {:z8.4f} {:z9.4f} {:z9.4f}".format(*row))
print(f"C at zero charge = {C0:.4f} microF/cm^2 = {C0 * 0.01:.6f} F/m^2")
print(f"false C from uncorrected E(q) = {C_uncorrected:.4f} microF/cm^2")
print("all tests passed")
```

It prints:

```
density parameter r_s = 3.0 bohr, slab thickness = 18.0 bohr
grid step = 0.2 bohr, cell from -12.0 to 36.0 bohr
dielectric constant in bulk solution = 6.0
dielectric rise: centre 4.0 bohr beyond edge, tanh width 1.0 bohr
counter-charge: centre 10.0 bohr beyond edge, std. dev. 1.5 bohr
occupied subbands in all runs = 4
energy of neutral slab E(0) = -1712.811 microJ/cm^2
potential of zero charge U0 = 3.4962 V (absolute scale)
Constant-charge runs; energies relative to neutral slab
q [microC/cm^2], U [V], <phi>_g-phi_S [V], E, A, Omega, parabola [microJ/cm^2]
 -6.00   2.4333  -0.0505   -17.8572   -17.7058   -3.1058   -2.9661
 -4.50   2.6832  -0.0379   -13.9550   -13.8698   -1.7954   -1.7354
 -3.00   2.9441  -0.0252    -9.6885    -9.6507   -0.8185   -0.8005
 -1.50   3.2153  -0.0126    -5.0419    -5.0324   -0.2095   -0.2073
  0.00   3.4962   0.0000     0.0000     0.0000    0.0000    0.0000
  1.50   3.7864   0.0127     5.4514     5.4609   -0.2188   -0.2211
  3.00   4.0853   0.0253    11.3257    11.3636   -0.8924   -0.9112
  4.50   4.3925   0.0379    17.6357    17.7210   -2.0454   -2.1092
  6.00   4.7076   0.0506    24.3935    24.5452   -3.7003   -3.8525
largest error of dE/dq = -E_F/e - <phi>_g : 6.4e-09 V
largest difference between dE/dq and U : 0.0506 V
counter-charge slope w, self-consistent = 0.00842 cm^2/microF
counter-charge slope w, closed form     = 0.00843 cm^2/microF
Constant-potential runs; finite-difference step = 0.1 V
U-U0 [V], q [microC/cm^2], Omega [microJ/cm^2], dOmega/dU [microC/cm^2],
  d2Omega/dU2 [microF/cm^2], C from constant-charge runs [microF/cm^2]
-0.50  -2.7070  -0.66962   2.7084   -5.5945    5.5941
 0.00   0.0000   0.00000   0.0010   -5.2511    5.2508
 0.50   2.5572  -0.64475  -2.5564   -4.9890    4.9888
C at zero charge = 5.2508 microF/cm^2 = 0.052508 F/m^2
false C from uncorrected E(q) = 5.4938 microF/cm^2
all tests passed
```
